**Thomson shift of the hottest point in a Joule-heated line**

A laterally insulated line of length L with equal end temperatures and constant coefficients is hottest at x = (L/2p) ln(sinh p / p), measured from its centre, where p = τjL/(2κ). Here τ is the Thomson coefficient, j the current density and κ the thermal conductivity; for small current the shift is τjL²/(24κ), and it reverses with j. The program checks the heat equation symbolically against the energy balance and solves it by collocation. It asserts agreement with the closed formulas for the profile, the peak position and the heat shares of the two ends, and also checks the linear slope, the cubic correction and the reversal. For a suspended aluminium line with rough typical parameters, the output shows a shift of about 10 nm against the current at a temperature rise of 21 K. Temperature-dependent coefficients change this shift by about 5 %. An end-temperature mismatch of 33 mK, or Peltier heat at leads of another metal, can move the peak by a similar distance.

## Verification by program

```python
"""
Hottest point of a laterally insulated, current-carrying line with a constant
Thomson coefficient and equal end temperatures.

Result under test:
    x_peak = L/(2p) * ln(sinh(p)/p) = tau*j*L^2/(24*kappa) * (1 - p^2/30 + ...)
    p = tau*j*L/(2*kappa)

Symbols: L length, x position from the centre, s = x/L, j current density
(positive along +x), rho resistivity, kappa thermal conductivity, tau Thomson
coefficient (heating per volume is -tau*j*dT/dx), T0 end temperature,
u = T - T0, G = rho*j^2*L^2/kappa (kelvin), f = -(kappa/kappa0)*du/ds.
The differential equation is solved by collocation, independently of the
closed formulas.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_bvp, quad
from scipy.optimize import brentq


def solve_line(p, G, alpha=0.0, inv_T0=0.0, b=0.0, d=0.0):
    """Solve the heat equation numerically.

    alpha: relative slope of resistivity; inv_T0 = 1/T0 switches on
    tau ~ T and kappa ~ T/rho. b: boundary resistance times kappa/L.
    d: imposed end difference (right minus left) in kelvin.
    """
    def rhs(s, y):
        u, f = y
        resistivity = 1 + alpha * u
        thomson = 1 + inv_T0 * u
        conductivity = thomson / resistivity
        slope = -f / conductivity
        return np.vstack((slope, G * resistivity - 2 * p * thomson * slope))

    def ends(left, right):
        return np.array([left[0] + b * left[1] + d / 2,
                         right[0] - b * right[1] - d / 2])

    s = np.linspace(-0.5, 0.5, 401)
    guess = np.vstack((G / 2 * (0.25 - s**2), G * s))
    result = solve_bvp(rhs, ends, s, guess, tol=1e-8, max_nodes=20000)
    assert result.success, result.message
    return result.sol


def find_peak(solution):
    return brentq(lambda s: solution(s)[1], -0.5, 0.5)


def peak_formula(p):
    return np.log(np.sinh(p) / p) / (2 * p)


def profile_formula(s, p, G):
    return G / (2 * p) * (s + 0.5 / np.tanh(p)
                          - np.exp(2 * p * s) / (2 * np.sinh(p)))


def right_share_formula(p):
    return 0.5 * (1 + 1 / np.tanh(p) - 1 / p)


# Heat equation from energy balance with a logarithmic Seebeck coefficient
x, T1, k, r, jj, t = sp.symbols("x T1 k r jj t", positive=True)
S0 = sp.symbols("S0", real=True)
T = sp.Function("T", positive=True)(x)
seebeck = S0 + t * sp.log(T / T1)
heat_flux = -k * T.diff(x) + jj * T * seebeck
field = r * jj + seebeck * T.diff(x)
claimed = k * T.diff(x, 2) + r * jj**2 - t * jj * T.diff(x)
assert sp.simplify(sp.expand(jj * field - heat_flux.diff(x) - claimed)) == 0

# Closed profile, peak and end heat shares against the numerical solution
grid = np.linspace(-0.5, 0.5, 101)
worst_profile = worst_peak = 0.0
for p in (-8.0, -3.0, -0.3, 0.3, 3.0, 8.0):
    sol = solve_line(p, 1.0)
    worst_profile = max(worst_profile, np.max(np.abs(
        sol(grid)[0] - profile_formula(grid, p, 1.0))))
    worst_peak = max(worst_peak, abs(find_peak(sol) - peak_formula(p)))
    assert abs(sol(0.5)[1] - right_share_formula(p)) < 1e-6
    assert abs(sol(0.5)[1] - sol(-0.5)[1] - 1) < 1e-6
assert worst_profile < 1e-6 and worst_peak < 1e-6

# Linear law, cubic correction and first-order asymmetries
small = 0.01
sol_small = solve_line(small, 1.0)
slope_plus = find_peak(sol_small) / small
slope_minus = find_peak(solve_line(-small, 1.0)) / (-small)
assert abs(slope_plus * 12 - 1) < 1e-4
assert abs(slope_minus * 12 - 1) < 1e-4
p = 0.2
cubic = (find_peak(solve_line(p, 1.0)) - p / 12) / p**3
assert abs(cubic + 1 / 360) < 2e-5
s_probe = 1 / (2 * np.sqrt(3))
difference = sol_small(s_probe)[0] - sol_small(-s_probe)[0]
assert abs(difference / (small / (18 * np.sqrt(3))) - 1) < 1e-3
assert abs((sol_small(0.5)[1] - 0.5) / (small / 6) - 1) < 1e-3
assert abs(2 * small * sol_small(0.5)[1] / small - 1) < 0.01
sol_mid = solve_line(0.1, 1.0)
s_mid = find_peak(sol_mid)
excess = sol_mid(s_mid)[0] - sol_mid(0.0)[0]
assert abs(excess / (s_mid**2 / 2) - 1) < 0.02

# Unequal ends: even part d/G, odd part still p/12
d_test = 0.02
assert abs(find_peak(solve_line(0.0, 1.0, d=d_test)) - d_test) < 1e-7
forward = find_peak(solve_line(small, 1.0, d=d_test))
backward = find_peak(solve_line(-small, 1.0, d=d_test))
assert abs((forward - backward) / 2 / (small / 12) - 1) < 0.01
assert abs((forward + backward) / 2 / d_test - 1) < 0.01

# Worked example: suspended aluminium line, rough typical values, SI inside
T0 = 300.0
L, width, thick = 50e-6, 2e-6, 0.5e-6
j = 2e10
rho = 3.5e-8
alpha = 0.003
tau = -1e-6
seebeck_step = -3e-6
r_boundary = 1e-9
lorenz = np.pi**2 / 3 * (const.k / const.e)**2
kappa = lorenz * T0 / rho
p0 = tau * j * L / (2 * kappa)
G0 = rho * j**2 * L**2 / kappa
linear_shift = tau * j * L**2 / (24 * kappa)
full_shift = L * peak_formula(p0)
sol0 = solve_line(p0, G0)
numeric_shift = L * find_peak(sol0)
reverse_shift = L * find_peak(solve_line(-p0, G0))
assert abs(numeric_shift / linear_shift - 1) < 1e-3
assert abs(reverse_shift / linear_shift + 1) < 1e-3
rise = float(sol0(0.0)[0])
assert abs(rise / (G0 / 8) - 1) < 1e-4
probe_difference = float(sol0(s_probe)[0] - sol0(-s_probe)[0])
peak_excess = G0 / 2 * (linear_shift / L)**2

# Temperature-dependent coefficients: odd shift, correction of order j^3
def variable_peak(scale):
    return find_peak(solve_line(scale * p0, scale**2 * G0,
                                alpha=alpha, inv_T0=1 / T0))


var_full, var_half, var_back = (variable_peak(c) for c in (1.0, 0.5, -1.0))
assert abs(var_full + var_back) < 1e-4 * abs(var_full)
dev_full = var_full / (p0 / 12) - 1
dev_half = var_half / (0.5 * p0 / 12) - 1
assert abs(dev_full / dev_half - 4) < 0.4

# Black-body radiation to surroundings at T0, as a share of Joule heat
excess_T4 = quad(lambda s: (T0 + float(sol0(s)[0]))**4 - T0**4, -0.5, 0.5)[0]
radiated = (2 * (width + thick) * const.sigma * excess_T4
            / (rho * j**2 * width * thick))
assert radiated < 0.01

# End mismatch that imitates the shift, and Peltier heat at foreign leads
mimic = G0 * abs(linear_shift) / L
d_peltier = 2 * r_boundary * seebeck_step * T0 * j
peltier_shift = L * d_peltier / G0
biot = r_boundary * kappa / L
both = L * find_peak(solve_line(p0, G0, b=biot, d=d_peltier))
assert abs(both / (linear_shift + peltier_shift) - 1) < 0.05

# Constant-coefficient heating that would accompany |p| = 0.1
rise_at_p01 = G0 / 8 * (0.1 / p0)**2

print("TESTS OF THE FORMULAS")
print(f"largest profile error, G = 1 K: {worst_profile:.1e} K")
print(f"largest peak error x/L: {worst_peak:.1e} (no unit)")
print(f"numerical slope (x_peak/L)/p: {slope_plus:.6f}; 1/12 = {1/12:.6f}")
print(f"numerical cubic coefficient: {cubic:.6f}; -1/360 = {-1/360:.6f}")
for p in (0.3, 3.0, 8.0):
    print(f"p = {p:.1f}: x_peak/L = {peak_formula(p):.5f}, "
          f"p/12 = {p/12:.5f}, right share = {right_share_formula(p):.4f}")
print("EXAMPLE INPUTS (rough values for an aluminium line)")
print(f"length: {L*1e6:.0f} um")
print(f"width: {width*1e6:.1f} um; thickness: {thick*1e6:.1f} um")
print(f"end temperature: {T0:.0f} K")
print(f"current density: {j*1e-10:.1f} MA/cm2")
print(f"resistivity: {rho*1e8:.1f} uOhm cm")
print(f"relative resistivity slope: {alpha:.3f} 1/K")
print(f"Thomson coefficient: {tau*1e6:.1f} uV/K")
print(f"Seebeck step, line minus lead: {seebeck_step*1e6:.1f} uV/K")
print(f"boundary resistance: {r_boundary:.1e} m2 K/W")
print("EXAMPLE RESULTS")
print(f"Lorenz number: {lorenz:.4e} W Ohm/K2")
print(f"thermal conductivity: {kappa:.1f} W/(m K)")
print(f"resistive voltage rho*j*L: {rho*j*L*1e3:.1f} mV")
print(f"p: {p0:.4e} (no unit)")
print(f"G: {G0:.2f} K")
print(f"temperature rise at centre: {rise:.2f} K")
print(f"shift, linear law: {linear_shift*1e9:.3f} nm")
print(f"shift, full formula: {full_shift*1e9:.3f} nm")
print(f"shift, numerical solution: {numeric_shift*1e9:.3f} nm")
print(f"shift, reversed current, numerical: {reverse_shift*1e9:.3f} nm")
for c in (-1.0, -0.5, 0.5, 1.0):
    print(f"j = {c*j*1e-10:+.1f} MA/cm2: shift = "
          f"{L*peak_formula(c*p0)*1e9:+.3f} nm")
print(f"peak temperature above centre: {peak_excess*1e6:.2f} uK")
print(f"probe positions: +/- {s_probe*L*1e6:.2f} um")
print(f"T(+probe) - T(-probe): {probe_difference*1e3:.2f} mK")
print(f"heat share through right end: {right_share_formula(p0):.5f}")
print("NEGLECTED EFFECTS")
print(f"shift with T-dependent coefficients: {var_full*L*1e9:.3f} nm")
print(f"its change from linear law: {dev_full*100:.2f} %")
print(f"same change at half current: {dev_half*100:.2f} %")
print(f"black-body radiation / Joule heat: {radiated:.1e} (no unit)")
print(f"end mismatch imitating the shift: {mimic*1e3:.2f} mK")
print(f"Peltier end difference, right - left: {d_peltier*1e3:.2f} mK")
print(f"Peltier shift, estimate: {peltier_shift*1e9:.2f} nm")
print(f"Thomson + Peltier shift, numerical: {both*1e9:.2f} nm")
print(f"formal temperature rise at |p| = 0.1: {rise_at_p01:.2e} K")
print("success")
```

Printed output:

```
TESTS OF THE FORMULAS
largest profile error, G = 1 K: 6.6e-13 K
largest peak error x/L: 1.4e-12 (no unit)
numerical slope (x_peak/L)/p: 0.083333; 1/12 = 0.083333
numerical cubic coefficient: -0.002771; -1/360 = -0.002778
p = 0.3: x_peak/L = 0.02493, p/12 = 0.02500, right share = 0.5497
p = 3.0: x_peak/L = 0.20096, p/12 = 0.25000, right share = 0.8358
p = 8.0: x_peak/L = 0.32671, p/12 = 0.66667, right share = 0.9375
EXAMPLE INPUTS (rough values for an aluminium line)
length: 50 um
width: 2.0 um; thickness: 0.5 um
end temperature: 300 K
current density: 2.0 MA/cm2
resistivity: 3.5 uOhm cm
relative resistivity slope: 0.003 1/K
Thomson coefficient: -1.0 uV/K
Seebeck step, line minus lead: -3.0 uV/K
boundary resistance: 1.0e-09 m2 K/W
EXAMPLE RESULTS
Lorenz number: 2.4430e-08 W Ohm/K2
thermal conductivity: 209.4 W/(m K)
resistive voltage rho*j*L: 35.0 mV
p: -2.3878e-03 (no unit)
G: 167.14 K
temperature rise at centre: 20.89 K
shift, linear law: -9.949 nm
shift, full formula: -9.949 nm
shift, numerical solution: -9.949 nm
shift, reversed current, numerical: 9.949 nm
j = -2.0 MA/cm2: shift = +9.949 nm
j = -1.0 MA/cm2: shift = +4.975 nm
j = +1.0 MA/cm2: shift = -4.975 nm
j = +2.0 MA/cm2: shift = -9.949 nm
peak temperature above centre: 3.31 uK
probe positions: +/- 14.43 um
T(+probe) - T(-probe): -12.80 mK
heat share through right end: 0.49960
NEGLECTED EFFECTS
shift with T-dependent coefficients: -10.495 nm
its change from linear law: 5.49 %
same change at half current: 1.32 %
black-body radiation / Joule heat: 3.3e-05 (no unit)
end mismatch imitating the shift: 33.26 mK
Peltier end difference, right - left: -36.00 mK
Peltier shift, estimate: -10.77 nm
Thomson + Peltier shift, numerical: -20.79 nm
formal temperature rise at |p| = 0.1: 3.66e+04 K
success
```
